Energy and force errors caused by unconverged induced dipoles, part 2

A set of N polarizable ions has fixed charges q_i at positions R_i and induced dipoles, stacked into one column μ. The question is how an error in the dipoles affects the energy and the forces. The formulas use Hartree atomic units, so that two charges q and Q at distance r have the energy qQ/r; numerical results are given in eV and nm. There is no external field. The energy is

U(R,μ) = U0(R) + ½ μᵀAμ − μᵀE,  A = α⁻¹ + T.  (3)

U0 contains everything free of dipoles, α is the diagonal matrix of polarizabilities, E is the field of the other charges at each ion, and T is the symmetric dipole–dipole matrix. A is assumed positive definite, so the correct dipoles μ*, which solve Aμ* = E, minimize U at fixed R.

The dipoles in use are μ̃ = μ* + δ. A prime denotes the derivative with respect to a nuclear coordinate x. The energy error is

ΔU = ½ δᵀAδ.  (1)

The fixed-dipole force −∂U/∂x has the error

ΔF = δᵀAμ*′ − ½ δᵀA′δ.  (2)

Its linear part vanishes if δ is A-orthogonal to μ*′, that is, if δᵀAμ*′ = 0. In general it is bounded by

|δᵀAμ*′| ≤ (δᵀAδ)^½ (μ*′ᵀAμ*′)^½ = (2κΔU)^½,  (9)

κ = μ*′ᵀAμ*′.  (6)

κ is also the curvature of U along x with the dipoles fixed at μ* minus the curvature with relaxed dipoles.

If μ̃(R) is a differentiable rule, the force with dipole derivatives is

F̃ = −∂U/∂x − gᵀμ̃′, with g = Aδ.  (7)

Here g is the gradient ∂U/∂μ at μ̃. With F* the true force, the error is

F̃ − F* = −δᵀAδ′ − ½ δᵀA′δ.  (8)

The shortcut energy U0 − ½ μ̃ᵀE equals U only at convergence; its error −½ Eᵀδ is linear in δ.

## Second half: iteration, stale dipoles and a salt cluster

The symbols and results used below are these. The dipole vector in use is μ̃ = μ* + δ, where μ* solves Aμ* = E, E is the field of the fixed charges, and A = α⁻¹ + T combines the polarizabilities α with the dipole–dipole matrix T. The energy error is ΔU = ½ δᵀAδ. The fixed-dipole force on a coordinate x has the error ΔF = δᵀAμ*′ − ½ δᵀA′δ. Its linear part is at most (2κΔU)^½ in magnitude, with κ = μ*′ᵀAμ*′. Retaining the derivative of the dipoles subtracts gᵀμ̃′ from the force, where g = Aδ, and leaves the error F̃ − F* = −δᵀAδ′ − ½ δᵀA′δ.

The simplest iteration starts from the direct dipoles μ_0 = αE, which ignore the interaction between dipoles, and repeats

μ_{k+1} = α(E − Tμ_k).

The converged dipoles satisfy μ* = α(E − Tμ*). Subtraction gives δ_{k+1} = −αTδ_k. The initial error is δ_0 = αE − μ* = αTμ*, so that

δ_k = (−αT)^k αTμ*.  (11)

The iteration converges from every starting point if all eigenvalues of αT are smaller than one in magnitude. These are also the eigenvalues of the symmetric matrix α^½Tα^½, and they are found by subtracting one from the eigenvalues of the scaled matrix α^½Aα^½.

The example is an isolated cube of eight ions, four cations and four anions in alternation, with charges ±1 and a spacing of 0.28 nm. The anions have a polarizability of 0.003 nm³, the cations 0.00015 nm³. One cation is displaced by (−0.03, 0.01, 0) nm, which removes the symmetry of the cube, and x is its first coordinate. All energies and forces below are induction parts: U0 cancels from the errors and is not evaluated. The converged induction energy is −0.839 eV, and the induction force along x is 3.391 eV/nm.

The scaled matrix has eigenvalues between 0.8446 and 1.3015. It is positive definite, so the relaxed dipoles minimize the energy. The eigenvalues of αT lie between −0.1554 and 0.3015, and the iteration converges. Its slowest component is multiplied by −0.3015 in each sweep.

After k sweeps the relative dipole error |δ|/|μ*| and the energy error are:

k = 0: 18.6 %, 41.6 meV
k = 1: 6.1 %, 3.67 meV
k = 2: 1.8 %, 0.333 meV
k = 3: 0.55 %, 0.0303 meV
k = 4: 0.16 %, 0.00275 meV

The force error with fixed dipoles, and then the error with dipole derivatives included, is:

k = 0: 908 and −282 meV/nm
k = 1: −277 and −28.4 meV/nm
k = 2: 86.8 and −2.79 meV/nm
k = 3: −26.0 and −0.272 meV/nm
k = 4: 7.89 and −0.0263 meV/nm

With the direct dipoles, the energy error is 41.6/839 = 5 % of the induction energy, while the fixed-dipole force error is 908/3391 = 27 % of the induction force. After four sweeps the energy error has fallen to about 3 parts in a million. The fixed-dipole force is still wrong by 7.89/3391 = 0.23 %, and the force with dipole derivatives by about 8 parts in a million.

The pattern follows from (11). After a few sweeps the slowest component dominates, and δ is multiplied by about −0.30 per sweep. The linear force error therefore alternates in sign and shrinks by the same factor; from k = 3 to k = 4 the ratio is 7.89/(−26.0) = −0.30. The energy error shrinks by the square, 0.3015² = 0.091, and the listed values give 0.00275/0.0303 = 0.091.

For k = 0 the two parts of the force error can be compared. The linear part is 912.7 meV/nm and the quadratic part −4.3 meV/nm, with the sum 908.4 meV/nm. Even with a dipole error of 19 %, the linear term accounts for nearly all of the force error here.

The error with dipole derivatives decreases a little more slowly than the energy error. Divided by ΔU, its magnitude is 6.8, 7.7, 8.4, 9.0 and 9.6 per nm for k = 0 to 4. This growth has a simple cause. If one simple eigenvalue λ of −αT dominates, the energy error is approximately C(x)λ(x)^{2k}, and its derivative divided by itself is

C′/C + 2kλ′/λ.

The derivative acts on each of the 2k factors λ and so contributes a term proportional to k. The last three increments of the ratio, 0.65, 0.60 and 0.59 per nm, are nearly constant, as this estimate requires. For a growing number of sweeps the force error with dipole derivatives thus behaves as k|λ|^{2k}. It is quadratic in the dipole error apart from a factor k, and still far smaller than the fixed-dipole error, which behaves as |λ|^k.

Because the direction of δ changes from sweep to sweep, the table alone does not isolate the power laws. For that purpose the direct-dipole error can be kept in form and shrunk by a factor s,

μ̃(R) = μ*(R) + s[αE(R) − μ*(R)].

This rule also reduces δ′ in proportion to s, as (8) requires. Comparing the errors at s = 0.01 and s = 0.001 gives these exponents of s: 2.0000 for the variational energy, 1.0000 for the shortcut −½ μ̃ᵀE, 1.0000 for the fixed-dipole force and 2.0000 for the force with dipole derivatives. When the part of the error along μ*′ is removed, so that δ is A-orthogonal to μ*′, the exponent for the fixed-dipole force rises to 2.0000. The exception is as real as the rule.

As a function of the coordinate x of the displaced cation, the induction energy of the cluster has the curvature 11.13 eV/nm² with fixed dipoles and −26.83 eV/nm² with relaxed dipoles. Their difference, 37.96 eV/nm², agrees with κ computed from its definition. The negative relaxed curvature does not by itself mean that the ion is unstable, since the curvature of U0 must be added.

This value turns an energy criterion into a force criterion. An energy error of 0.001 meV permits, by (9), a linear force error of up to

(2 × 37.96 eV/nm² × 10⁻⁶ eV)^½ = 0.0087 eV/nm = 8.7 meV/nm.

To guarantee that the linear error along x stays below 1 meV/nm, the energy error must be below

(0.001 eV/nm)² / (2 × 37.96 eV/nm²) = 1.3 × 10⁻⁸ eV.

These figures hold for this coordinate and geometry. They are bounds, and the iteration does not reach them: after four sweeps the bound is 14.5 meV/nm, while the fixed-dipole force error is 7.9 meV/nm.

Dipoles left over from an earlier geometry do reach the bound to leading order. Let the ion move by h along x while the dipoles keep their old values. The correct dipoles have moved to μ* + hμ*′, so the error is δ = −hμ*′ to first order, and

ΔU ≈ ½ κh², ΔF ≈ −κh.  (12)

For h = 0.001 nm these formulas give 0.0190 meV and −38.0 meV/nm. Direct evaluation gives 0.0191 meV and −38.3 meV/nm. The energy error is 2 parts in 100,000 of the induction energy, but the force error is 1.1 % of the induction force at the starting geometry.

The sign in (12) has a consequence for dynamics. Suppose that the dipoles always lag behind the nuclei by a short time τ. With the velocity v of the coordinate, h = vτ, and the spurious force is −κτv. It opposes the motion and has the power −κτv² ≤ 0. With several moving coordinates, the dipole error is −τ Σ_a v_a μ*_a′, where μ*_a′ is the derivative with respect to coordinate a. The total power of the spurious forces becomes −τ wᵀAw with w = Σ_a v_a μ*_a′, which again cannot be positive. To leading order, a pure lag acts as friction. The result does not apply to dipoles extrapolated forward in time, for which δ has a different form.

If the approximate dipoles are a function μ̃(R) of the geometry alone, the fixed-dipole force has another defect: it need not be the gradient of any energy. Along a small displacement dR,

dU(R,μ̃(R)) = −f·dR + gᵀdμ̃,

where f is the vector of fixed-dipole forces. Solve for f·dR and integrate round a closed path. The total change of U is zero because μ̃ returns to its initial value. The work done on the ions is therefore

W = ∮ gᵀdμ̃ = ∮ (Aδ)ᵀdμ̃.  (13)

It vanishes for converged dipoles. It also vanishes for dipoles held constant over the whole path, since dμ̃ = 0: such a force may be very wrong, but it is the gradient of U at constant μ. In other cases W generally contains a term linear in δ, because dμ̃ contains dμ*.

For a circle of radius 0.02 nm in the xy plane about the displaced cation, the work in one turn, taken in the sense from +x towards +y, is −0.0045 meV for k = 0, 0.069 meV for k = 1 and −0.051 meV for k = 2. With relaxed dipoles it is zero to within 10⁻¹¹ meV. The integrals use 16 points, and doubling this number changes the first value by about 10⁻¹² meV.

The sequence is unexpected, since among these three cases the least converged dipoles give the least work. For k = 0 part of the reason can be read from the scaling. With an error sδ_0, equation (13) becomes

W(s) = s ∮ (Aδ_0)ᵀdμ* + s² ∮ (Aδ_0)ᵀdδ_0 = as + bs².

The exponent found between s = 0.01 and 0.001 is 0.9966. Setting

(1 + 0.01 b/a)/(1 + 0.001 b/a) = 10^(−0.0034)

gives b/a ≈ −0.87, uncertain by about 0.01 because the exponent is rounded. At s = 1 the quadratic term therefore cancels between 85 and 88 % of the linear one, and the linear term alone would be about −0.03 meV. The work at k = 0 is thus reduced by a cancellation on this path. This does not explain the whole sequence, because even the linear term alone would be smaller in magnitude than the work at k = 1 or k = 2. The other two values show no steady decrease by the factor 0.30 either, and three values do not establish a rate. The linear law for W refers to an error of fixed form that is made smaller, and a single sweep also changes the form.

The work per turn is small compared with kT = 25.9 meV at 300 K, and its sign changes when the circle is traversed backwards. It shows that the force is not conservative. It does not predict an energy drift in thermal motion, which does not keep to one closed path.

The parameters lie in the rough regime of sodium chloride, where 0.28 nm is close to the spacing in the crystal; a free cluster of eight ions need not keep that spacing. The assumption that moves the energy most, among those sized here, is that of point charges acting on point dipoles. In the real salt the electron clouds of neighbours overlap and weaken the induction. Damping the field of the cation charges at the anions with an assumed range parameter of 33 nm⁻¹ changes the induction energy by +144 meV, or 17 % of its magnitude. Induced quadrupoles, estimated from the field gradients of the charges with an assumed polarizability of 4 × 10⁻⁵ nm⁵, contribute about −44 meV. The local field at an anion reaches 12.9 V/nm, and nonlinear polarization with an assumed coefficient of 10⁴ atomic units contributes about −16 meV. Moving the displaced cation by 0.01 nm along x, an assumed thermal displacement, changes the induction energy by −35 meV. These are scales, not predictions. They show that after one sweep the energy error of 3.7 meV is already smaller than the uncertainty of the model. The force error of 277 meV/nm at that stage is 8 % of the induction force. It too is smaller than the model uncertainty, since the same damping changes this force by about 590 meV/nm in magnitude. But it is a separate error, and a better physical model would not remove it.

Most of these refinements leave the error laws intact. Let U(R,μ) be any smooth energy with a minimum at μ*, and let H be its matrix of second derivatives with respect to μ at that point. A Taylor expansion gives ΔU = ½ δᵀHδ to leading order. Differentiating the condition ∂U/∂μ = 0 along x gives

∂²U/∂μ∂x + Hμ*′ = 0.

The fixed-dipole force therefore has the linear error −δᵀ∂²U/∂μ∂x = δᵀHμ*′. Damping and nonlinear polarization can change H and μ*′, but not the orders of the errors, as long as H remains positive definite.

What does destroy the quadratic law is a mismatch between the equation solved and the energy evaluated. Suppose that the dipoles solve Bμ = E with a matrix B that is not symmetric, for instance because a field is damped at one partner of a pair but not at the other. The energy ½ μᵀBμ − μᵀE contains only the symmetric part S of B. At the solution its gradient is Sμ − E = (S − B)μ, which is generally not zero. An error δ then changes the energy by δᵀ(S − B)μ to first order, and the energy error is linear like that of the force. The variational advantage thus requires that the dipoles be driven towards the stationary point of the very energy that is reported. The remaining digits of the example are in the numerical output below.

Table of computed values

```
ion spacing: 0.28 nm; ions: 8
shift of cation 0 (x, y, z): [-0.03, 0.01, 0.0] nm
polarizability, anion: 0.003 nm^3
polarizability, cation: 0.00015 nm^3
smallest eigenvalue of scaled A: 0.8446
largest eigenvalue of scaled A: 1.3015
spectral radius of one sweep: 0.3015
norm of relaxed dipole vector: 0.05214 e nm
relaxed induction energy: -0.83927 eV
relaxed induction force, x of ion 0: 3.39147 eV/nm
norm of dipole derivative mu*': 0.26991 e
k = sweeps after the direct dipoles
k | relative dipole error | energy error (meV)
0 | 1.855e-01 | 4.156e+01
1 | 6.094e-02 | 3.674e+00
2 | 1.809e-02 | 3.333e-01
3 | 5.467e-03 | 3.029e-02
4 | 1.647e-03 | 2.753e-03
k | force error (meV/nm): no derivative | with derivative
0 | 9.084e+02 | -2.821e+02
1 | -2.774e+02 | -2.836e+01
2 | 8.679e+01 | -2.789e+00
3 | -2.597e+01 | -2.717e-01
4 | 7.893e+00 | -2.633e-02
k=0 linear part of force error: 912.7152 meV/nm
k=0 quadratic part of force error: -4.2894 meV/nm
exponents of the error in the dipole error:
  variational energy: 2.0000
  shortcut energy -mu.E/2: 1.0000
  force, no dipole derivative: 1.0000
  force, with dipole derivative: 2.0000
  fixed force, A-orthogonal error: 2.0000
  closed-loop work: 0.9966
induction curvature, fixed dipoles: 11.1313 eV/nm^2
induction curvature, relaxed dipoles: -26.8260 eV/nm^2
kappa = mu*'.A.mu*': 37.9574 eV/nm^2
stale dipoles, move of ion 0: 0.001 nm
stale dipoles, energy error: 0.01908 meV
stale dipoles, force error: -38.262 meV/nm
stale dipoles, sqrt(2 kappa dU): 38.059 meV/nm
circle radius for loop work: 0.02 nm
loop work, k=0: -4.5402e-03 meV
loop work, k=1: 6.9069e-02 meV
loop work, k=2: -5.1440e-02 meV
loop work, relaxed dipoles: -3.1e-12 meV
loop work k=0, shift 16 to 32 points: 1.1e-12 meV
assumed damping 33.0 /nm: energy +144.3 meV
assumed quadrupole pol. 4e-05 nm^5: -44.3 meV
largest local field at an anion: 12.89 V/nm
assumed gamma 10000 a.u.: energy -15.7 meV
ion 0 moved 0.01 nm in x: energy -35.3 meV
kT at 300 K: 25.85 meV
```
